\section*{Two-Band WKB Exponent for Direct-Gap Tunnelling in a Uniform Field}

\section{What goes wrong with a one-band barrier}

Suppose leakage through a direct gap is estimated by giving the electron a parabolic conduction band on one side of the gap, a parabolic valence band on the other, and joining the two decay constants where they meet. For a gap of $1.09$ eV, a reduced mass of $0.04$ electron masses and a field of $1.03$ MV/cm, this gives a tunnelling exponent of $15.1$. A model in which the two bands are coupled, with the same edge masses, gives $12.6$. The first exponent is a fifth larger than the second, but the tunnelling factors differ by a factor of $12$.

The error lies in the dispersion inside the gap. A state there belongs to neither band alone: both bands shape its decay constant at every energy, whereas the estimate uses only one band at a time. The result derived below is
\begin{equation}
T\sim e^{-S},\qquad
S=\frac{\pi\,m_r^{1/2}E_g^{3/2}}{2F},
\label{eq:result}
\end{equation}
where $T$ is the transmission probability, $E_g$ the direct gap, $m_r$ the reduced mass of the two band edges along the field, and $F$ the magnitude of the uniform force on an electron. Hartree atomic units are used, so $\hbar$, the electron mass and the elementary charge are one.

\section{The bands and their reduced mass}

Let $E_g=2\Delta$, measure energies from midgap, and let $k$ be the wave vector along the field, counted from the gap extremum. The model is
\begin{equation}
H(k)=ak^2+Pk\,\sigma_x+\Delta\,\sigma_z ,
\label{eq:H}
\end{equation}
with Pauli matrices acting on the two band-edge states. The real number $P>0$ couples the bands, and $a$ is a curvature common to both. Since $(Pk\sigma_x+\Delta\sigma_z)^2=\Delta^2+P^2k^2$, the energies are
\begin{equation}
E_\pm(k)=ak^2\pm\sqrt{\Delta^2+P^2k^2}.
\label{eq:bands}
\end{equation}
For small $k$ the root is $\Delta+P^2k^2/(2\Delta)=\Delta+P^2k^2/E_g$. The edge masses are defined as positive numbers by $E_+\simeq\Delta+k^2/(2m_c)$ and $E_-\simeq-\Delta-k^2/(2m_v)$, so
\begin{equation}
\frac1{2m_c}=\frac{P^2}{E_g}+a,\qquad
\frac1{2m_v}=\frac{P^2}{E_g}-a .
\label{eq:masses}
\end{equation}
Both are positive if $|a|<P^2/E_g$, which is assumed from here on. Adding the two relations removes $a$:
\begin{equation}
\frac1{2m_r}=\frac1{2m_c}+\frac1{2m_v}=\frac{2P^2}{E_g}
\quad\Longrightarrow\quad
m_r=\frac{E_g}{4P^2},\qquad P=\frac12\sqrt{\frac{E_g}{m_r}} .
\label{eq:mr}
\end{equation}

Equation (\ref{eq:bands}) also offers a check on a computed band structure. The squared separation of the bands,
\begin{equation}
(E_+-E_-)^2=E_g^2+4P^2k^2=E_g^2+\frac{E_g}{m_r}k^2 ,
\end{equation}
is a straight line in $k^2$. Any smooth pair of bands follows such a line very close to the extremum, so the check has to extend to $k\approx\sqrt{m_rE_g}$, the largest decay constant found below. Where the computed separation departs from the line over that range, the coefficient $\pi/2$ in (\ref{eq:result}) is in doubt.

\section{Adding the field}

Let the force point towards positive $x$. The potential energy is $-Fx$, and at total energy zero the envelope spinor $\psi$ obeys
\begin{equation}
\left[H(-i\partial_x)-Fx\right]\psi=0 .
\end{equation}
Write $\psi=e^{i\theta(x)}u(x)$ with $\theta'=k(x)$. Then
\begin{align}
-i\partial_x\psi&=e^{i\theta}(k-i\partial_x)u,\\
(-i\partial_x)^2\psi&=e^{i\theta}\left(k^2-ik'-2ik\,\partial_x-\partial_x^2\right)u .
\end{align}
Leading-order WKB drops $k'$ and the derivatives of $u$, because away from the band edges $k$ and $u$ vary over the length of the barrier, which is assumed to be much longer than $1/|k|$. What remains is $H(k)u=\varepsilon u$ with the local band energy $\varepsilon=Fx$. A non-zero $u$ requires
\begin{equation}
(\varepsilon-ak^2)^2=\Delta^2+P^2k^2 .
\label{eq:det}
\end{equation}

An electron arriving from the valence band on the left meets the gap at $x=-\Delta/F$ and leaves it in the conduction band at $x=+\Delta/F$. The forbidden region has length $E_g/F$. Inside it put $k=i\kappa$ with $\kappa>0$, so that $e^{i\theta}$ decays towards positive $x$. With $s=\kappa^2$, (\ref{eq:det}) becomes
\begin{equation}
a^2s^2+(P^2+2a\varepsilon)s-(\Delta^2-\varepsilon^2)=0 .
\label{eq:s}
\end{equation}
For $a\neq0$ and $|\varepsilon|<\Delta$ the product of the two roots is negative. One root is positive and gives the decaying state. The other is negative and gives a real $k$, a propagating wave inside the gap. It arises because the term $ak^2$ eventually outgrows $P|k|$ and bends one band back across the gap. The matrix (\ref{eq:H}) is an expansion about the gap and is not to be trusted there, so this wave is discarded. For $a=0$ it is absent.

The amplitude falls by $\exp(-\int\kappa\,dx)$ and the probability by its square. Since $dx=d\varepsilon/F$,
\begin{equation}
S=2\int_{-\Delta/F}^{\Delta/F}\kappa\,dx
=\frac2F\int_{-\Delta}^{\Delta}\kappa(\varepsilon)\,d\varepsilon .
\label{eq:S}
\end{equation}
Leading-order WKB fixes this exponent. It does not fix the prefactor, which depends on the band edges, where $\kappa\to0$ and the approximation fails locally.

\section{The exponent as an area}

The integral in (\ref{eq:S}) is the area under the curve $\kappa(\varepsilon)$, and it is easier to find by slicing at constant $\kappa$. Setting $k=i\kappa$ in (\ref{eq:bands}) gives
\begin{equation}
\varepsilon_\pm(\kappa)=-a\kappa^2\pm\sqrt{\Delta^2-P^2\kappa^2},
\qquad 0\le\kappa\le\kappa_m=\frac{\Delta}{P}.
\end{equation}
The branches start at the two band edges and meet at $\kappa_m$, at energy $-a\kappa_m^2$. Slicing is legitimate if $\varepsilon_-$ rises and $\varepsilon_+$ falls all the way. Their slopes are
\begin{equation}
\frac{d\varepsilon_\pm}{d\kappa}
=-2a\kappa\mp\frac{P^2\kappa}{\sqrt{\Delta^2-P^2\kappa^2}} .
\end{equation}
The root is at most $\Delta$, so the last term has magnitude at least $P^2\kappa/\Delta=2P^2\kappa/E_g$. Hence
\begin{equation}
\frac{d\varepsilon_-}{d\kappa}\ge2\kappa\left(\frac{P^2}{E_g}-a\right)>0,
\qquad
\frac{d\varepsilon_+}{d\kappa}\le-2\kappa\left(\frac{P^2}{E_g}+a\right)<0
\end{equation}
for $0<\kappa<\kappa_m$. By (\ref{eq:masses}), these are the conditions that both edge masses be positive.

The slice at height $\kappa$ has width $\varepsilon_+-\varepsilon_-$, from which $-a\kappa^2$ cancels. With $\kappa=(\Delta/P)\sin\varphi$,
\begin{align}
\int_{-\Delta}^{\Delta}\kappa\,d\varepsilon
&=\int_0^{\kappa_m}(\varepsilon_+-\varepsilon_-)\,d\kappa
=2\int_0^{\Delta/P}\sqrt{\Delta^2-P^2\kappa^2}\,d\kappa\nonumber\\
&=\frac{2\Delta^2}{P}\int_0^{\pi/2}\cos^2\varphi\,d\varphi
=\frac{\pi\Delta^2}{2P}.
\end{align}
Multiplying by $2/F$, and using $\Delta^2=E_g^2/4$ and $1/P=2\sqrt{m_r/E_g}$,
\begin{equation}
S=\frac{\pi\Delta^2}{PF}
=\frac{\pi E_g^2}{4F}\,2\sqrt{\frac{m_r}{E_g}}
=\frac{\pi\,m_r^{1/2}E_g^{3/2}}{2F}.
\label{eq:final}
\end{equation}
Unequal masses skew the curve $\kappa(\varepsilon)$ towards the edge with the heavier mass but leave its area unchanged. That is why the reduced mass appears. In SI units (\ref{eq:mr}) becomes $P=(\hbar/2)\sqrt{E_g/m_r}$ and the force is $e\mathcal E$ for electric field $\mathcal E$, so
\begin{equation}
S=\frac{\pi\,m_r^{1/2}E_g^{3/2}}{2\hbar e\mathcal E}.
\end{equation}

\section{Which quantities are held fixed}

The powers in (\ref{eq:final}) treat $m_r$ and $E_g$ as independent. If the coupling $P$ is held fixed instead, $m_r=E_g/(4P^2)$ shrinks with the gap and
\begin{equation}
S=\frac{\pi E_g^2}{4PF}\propto\frac{E_g^2}{F}.
\end{equation}
The two statements agree; they describe different changes of material.

WKB also needs a barrier many decay lengths long. Comparing $1/\kappa_m$ with $E_g/F$ gives
\begin{equation}
\frac{F}{E_g\kappa_m}=\frac{PF}{2\Delta^2}=\frac{\pi}{2S}\ll1 ,
\end{equation}
so WKB by itself justifies the result only when the exponent is large compared with $\pi/2$.

\section{The prefactor in the symmetric case}

For $a=0$ the wave equation is of first order and can be solved numerically without WKB. Multiplying $-iP\sigma_x\psi'=(Fx-\Delta\sigma_z)\psi$ by $(i/P)\sigma_x$ gives
\begin{equation}
\psi'=\frac iP\,\sigma_x\,(Fx-\Delta\sigma_z)\,\psi .
\label{eq:spinor}
\end{equation}
The flux $j=P\psi^\dagger\sigma_x\psi$ is conserved: $P\psi^\dagger\sigma_x\psi'=i\psi^\dagger(Fx-\Delta\sigma_z)\psi$ is purely imaginary, and $j'$ is the sum of this term and its complex conjugate. Transmission is the ratio of outgoing flux on the right to incident flux on the left.

One limit needs no numerics. For $\Delta=0$, (\ref{eq:spinor}) reads $\psi'=(i/P)Fx\,\sigma_x\psi$. Each eigenspinor of $\sigma_x$ then acquires a phase and never mixes with the other, so nothing is reflected and $T=1$. This equals $e^{-S}$ at $S=0$, although WKB has no claim to validity there.

For a finite gap, the numerical solution was tested against (\ref{eq:final}) for the gap, reduced mass and force of the worked example, with $a=0$: $-\ln T$ agrees with $S$ to within $10^{-4}$. The prefactor is therefore one to that accuracy. Halving the mass, halving the gap and doubling the field then gave powers $0.500$, $1.500$ and $-1.000$. These ratios are sensitive to the prefactor too, since a constant factor $C\neq1$ would add $-\ln C$ to every exponent and spoil them. The unit prefactor has a simple source. In momentum space $x=i\partial_k$, and the envelope equation becomes $iF\,d\phi/dk=H(k)\phi$. The term $ak^2$ contributes only the common phase $e^{-iak^3/(3F)}$, and what remains is the Landau--Zener problem with sweep rate $PF$ and coupling $\Delta$, whose known result is $T=e^{-\pi\Delta^2/(PF)}$. For the matrix (\ref{eq:H}) the interband probability is thus $e^{-S}$ for any $a$ and any $S$; this says nothing about the prefactor for other bands.

\section{Motion across the field}

Keep $a=0$ and let the electron have a conserved wave vector $q$ across the field, with the same coupling strength in that direction. The matrix $Pk\sigma_x+Pq\sigma_y+\Delta\sigma_z$ has square $\Delta^2+P^2q^2+P^2k^2$, so $\Delta^2$ is replaced by $\Delta^2+P^2q^2$ throughout:
\begin{equation}
S(q)=\frac{\pi(\Delta^2+P^2q^2)}{PF}=S(0)+\frac{\pi Pq^2}{F}.
\end{equation}
Transverse motion widens the effective gap, and tunnelling is most probable at $q=0$. The exponent rises by one at $q=\sqrt{F/(\pi P)}$, which sets the range of transverse wave vectors that contribute appreciably. A current requires a sum over them, and $T$ alone does not provide it.

\section{Comparison with parabolic edges}

The estimate of the first section uses
\begin{equation}
\kappa_c=\sqrt{2m_c(\Delta-\varepsilon)},\qquad
\kappa_v=\sqrt{2m_v(\Delta+\varepsilon)},
\end{equation}
taking the smaller at each energy. They meet where $m_c(\Delta-\varepsilon_j)=m_v(\Delta+\varepsilon_j)$, so
\begin{equation}
\varepsilon_j=\Delta\,\frac{m_c-m_v}{m_c+m_v},\qquad
\kappa_j^2=2m_c\,\frac{2\Delta m_v}{m_c+m_v}=2m_rE_g .
\end{equation}
The area under a square-root curve is two thirds of its base times its height. The two bases add up to $E_g$, so the total area is $\frac23\kappa_jE_g$ and
\begin{equation}
S_{\rm par}=\frac2F\cdot\frac23\sqrt{2m_rE_g}\,E_g
=\frac{4\sqrt2}{3}\,\frac{m_r^{1/2}E_g^{3/2}}{F},
\qquad
\frac{S_{\rm par}}{S}=\frac{8\sqrt2}{3\pi}\simeq1.200 .
\end{equation}
The powers are the same, so a plot of $\ln T$ against $1/F$ cannot tell the two models apart unless the mass and gap are known independently.

The origin of the excess is plain for equal masses, where $m_c=m_v=2m_r$ and $P^2=\Delta/(2m_r)$. On the conduction side,
\begin{equation}
\frac{\kappa^2}{\kappa_c^2}
=\frac{2m_r(\Delta-\varepsilon)(\Delta+\varepsilon)/\Delta}{4m_r(\Delta-\varepsilon)}
=\frac{\Delta+\varepsilon}{2\Delta}.
\end{equation}
The ratio is one at the band edge and one half at midgap. The parabola is right where the barrier is weak and too high where it is strong.

\section{Worked example}

Take round model parameters: $E_g=0.04$ hartree, $m_c=0.06$, $m_v=0.12$ and $F=2\times10^{-4}$ hartree/bohr. Then
\begin{align}
m_r&=\frac{0.06\times0.12}{0.18}=0.04,\qquad
P=\frac12\sqrt{\frac{0.04}{0.04}}=0.5,\\
a&=\frac14\left(\frac1{0.06}-\frac1{0.12}\right)=2.083,\qquad
\frac{P^2}{E_g}=6.25 .
\end{align}
The condition on $a$ holds. The barrier is $0.04/(2\times10^{-4})=200$ bohr long and $\kappa_m=0.02/0.5=0.04$ bohr$^{-1}$, so it spans eight of the shortest decay lengths. The largest $\kappa$ lies at $-2.083\times0.04^2=-0.0033$ hartree, on the side of the heavier valence band. The discarded real root at midgap is $k=0.243$ bohr$^{-1}$, six times $\kappa_m$. The model valence band turns upward towards this branch sooner, where $\sqrt{\Delta^2+P^2k^2}=P^2/(2a)=0.06$ hartree, that is at $k=0.113$ bohr$^{-1}$ and only $0.0133$ hartree below the band edge, so the matrix describes the valence band over that range at most. The exponent is
\begin{equation}
S=\frac{\pi\times0.2\times0.008}{2\times2\times10^{-4}}=12.57,
\qquad e^{-S}=3.49\times10^{-6}.
\end{equation}
Quadrature of $\kappa(\varepsilon)$, with $\kappa$ found from the determinant, gives the same exponent for these unequal masses and for $a=0$. Scattering at $a=0$ gives $T=3.49\times10^{-6}$.

For $q=0.01$ bohr$^{-1}$ the exponent rises by $\pi\times0.5\times10^{-4}/(2\times10^{-4})=0.785$; a rise of one needs $q=0.0113$ bohr$^{-1}$.

Now let a band calculation return a gap $10\%$ too small. If $m_r$ is nevertheless right, $S$ becomes $12.57\times0.9^{3/2}=10.73$ and the tunnelling factor is too large by a factor of $6.3$. If instead $P$ is right, the mass is too small as well, $S$ becomes $12.57\times0.9^2=10.18$, and the factor is $10.9$. Correcting such a gap by a rigid shift of the conduction band leaves both curvatures, and hence $m_r$, as they were. If the corrected gap and this $m_r$ are put into (\ref{eq:final}), the first case is repaired but the mass error of the second remains. The shifted bands themselves no longer have the form (\ref{eq:bands}): in the first case the shift $\delta=0.004$ hartree widens every slice only up to the old branch point $0.018/0.474=0.0379$ bohr$^{-1}$, so the area under their $\kappa(\varepsilon)$ gives $S=10.73+2\delta\times0.0379/F=12.25$ rather than $12.57$. The mass therefore has to be checked along with the gap. The exponents $10.73$ and $10.18$ and the factors $6.3$ and $10.9$ appear in the numerical output.

\section{Where the result does not apply}

The derivation assumes one conduction and one valence band with extrema at the same wave vector. An indirect gap needs phonons or another source of momentum. Further valence bands that couple to the conduction band along the field can change $\kappa(\varepsilon)$ and with it the coefficient. A valence band with no such coupling leaves the two-band $\kappa(\varepsilon)$ as it was, and $m_v$ must then be the mass of the coupled band, even if the uncoupled one is heavier. The field must be uniform over the length $E_g/F$; in a junction or film where it varies over that distance, $\int\kappa\,dx$ has to be evaluated along the actual potential. The field of the example, about $1$ MV/cm, is a round model value: it lies above the avalanche field of a lightly or moderately doped semiconductor with this gap, and is reached only in thin, heavily doped junctions, where it is not uniform over the barrier. Defect levels in the gap open other leakage paths that $S$ does not describe.

\section*{Calculated quantities}
\begin{verbatim}
gap E_g                             0.0400 hartree
gap E_g, converted                  1.0885 eV
conduction mass m_c                 0.0600 electron masses
valence mass m_v                    0.1200 electron masses
reduced mass m_r                    0.0400 electron masses
m_c from band energies              0.060000 electron masses
m_v from band energies              0.120000 electron masses
force F                             2.00e-04 hartree/bohr
field, converted                    1.0284 MV/cm
coupling P                          0.5000 hartree bohr
common curvature a                  2.0833 hartree bohr^2
limit on |a|, P^2/E_g               6.2500 hartree bohr^2
tunnelling length E_g/F             200.0 bohr
largest decay constant              0.04000 1/bohr
energy of largest decay constant    -0.00333 hartree
discarded real k at midgap          0.2432 1/bohr
S from formula                      12.56637 (no unit)
S from quadrature, unequal masses   12.56637 (no unit)
S from quadrature, a = 0            12.56637 (no unit)
S evaluated in SI                   12.56637 (no unit)
exp(-S) from formula                3.4873e-06 (no unit)
T from scattering, a = 0            3.4874e-06 (no unit)
-ln T from scattering               12.56636 (no unit)
-ln T, half reduced mass            8.88575 (no unit)
-ln T, half gap                     4.44291 (no unit)
-ln T, double field                 6.28317 (no unit)
power of reduced mass               0.50000 (no unit)
power of gap at fixed m_r           1.49999 (no unit)
power of field                      -1.00000 (no unit)
transverse wave vector q            0.0100 1/bohr
rise of -ln T at this q             0.78541 (no unit)
q for a rise of one                 0.01128 1/bohr
parabolic joining energy            -0.00667 hartree
S with parabolic edges              15.08494 (no unit)
parabolic S / two-band S            1.20042 (no unit)
two-band exp(-S) / parabolic        12.411 (no unit)
gap lowered by ten percent          0.0360 hartree
S, lowered gap, fixed m_r           10.72936 (no unit)
growth of exp(-S), fixed m_r        6.278 (no unit)
S, lowered gap, fixed P             10.17876 (no unit)
growth of exp(-S), fixed P          10.887 (no unit)
\end{verbatim}
